\section*{Split Excited States in Circular [100] Silicon Nanowires}

\section{Definitions and conventions}

A silicon wire runs along $x=[100]$ and has a circular cross-section of radius $R$ in the $yz$ plane. The potential is flat inside, and the wave function vanishes at the surface. The conduction band has six valleys, in pairs along $\pm x$, $\pm y$ and $\pm z$. Each is treated as a parabolic ellipsoid with mass $m_l$ along its own axis and $m_t<m_l$ across it, and the valleys are not coupled. Spin is left out of all counts.

Masses are given in units of the free-electron mass $m_0$, and $\mu_l=1/m_l$, $\mu_t=1/m_t$, $\Delta=\mu_t-\mu_l>0$. Coordinates $y,z$ are in units of $R$, and dimensionless energies $\varepsilon$ are in units of
\begin{equation}
E_R=\frac{\hbar^2}{2m_0R^2}.
\end{equation}
Because the ellipsoid axes lie along $x,y,z$, the kinetic energy has no cross terms and the motion along the wire separates. With $k_x$ measured from the valley minimum and set to zero, the cross-section problem is
\begin{equation}
H=-\mu_y\partial_y^2-\mu_z\partial_z^2,\qquad \psi=0\ \text{ at } r=1 .
\end{equation}
An $x$ valley has $\mu_y=\mu_z=\mu_t$. A $y$ valley has $\mu_y=\mu_l$ and $\mu_z=\mu_t$, so $y$ is its heavy direction. A $z$ valley has these two exchanged.

The angle $\phi$ is measured from the $y$ axis, and $j=3.83171$ is the first positive zero of the Bessel function $J_1$. A state is called odd-$y$ if it is odd in $y$ and even in $z$, and odd-$z$ in the reverse case. The lowest energies in these two classes are $\varepsilon_{oy}$ and $\varepsilon_{oz}$, and $S=\varepsilon_{oz}-\varepsilon_{oy}$.

\section{The counter-example}

The claim to be examined is that a circular wire must have a degenerate pair of first excited states. In an $x$ valley it does. There $H=-\mu_t\nabla^2$, and the states $J_1(jr)\cos\phi$ and $J_1(jr)\sin\phi$ both have $\varepsilon=\mu_tj^2$.

Take $R=4$ nm with the rough typical masses $m_l=0.92$ and $m_t=0.19$. Then $\mu_l=1.0870$, $\mu_t=5.2632$, $\Delta=4.1762$ and $E_R=38.100/4^2=2.3812$ meV. The $x$-valley doublet lies at $5.2632\times14.682\times2.3812=184.0$ meV.

In a $y$ valley the wall is still a circle, but $H$ is not isotropic. Stretching the coordinates to $Y=\sqrt{m_l}\,y$ and $Z=\sqrt{m_t}\,z$ gives $\mu_l\partial_y^2=\partial_Y^2$ and $\mu_t\partial_z^2=\partial_Z^2$. The equation becomes isotropic, $-\nabla^2_{YZ}\psi=\varepsilon\psi$, but the wall is now an ellipse with axis ratio $\sqrt{m_l/m_t}=2.20$. The anisotropy has moved from the mass to the boundary.

Elliptic coordinates solve this problem. Let $Y=c\cosh u\cos v$ and $Z=c\sinh u\sin v$ with $c^2=m_l-m_t$. Then
\begin{equation}
(\partial_u^2+\partial_v^2)\psi=-2q(\cosh2u-\cos2v)\psi,\qquad q=\frac{\varepsilon c^2}{4}.
\end{equation}
With $\psi=F(u)G(v)$ and separation constant $a$,
\begin{equation}
F''=(a-2q\cosh2u)F,\qquad G''=-(a-2q\cos2v)G .
\end{equation}
The wall is at $u_0$ with $\tanh u_0=\sqrt{m_t/m_l}$, and $F(u_0)=0$ fixes $\varepsilon$. The points $(u,v)$ and $(-u,-v)$ coincide, so $F$ and $G$ have the same parity. For odd-$y$ states $G$ is a series in $\cos(2n+1)v$ and $F$ is even. For odd-$z$ states $G$ is a series in $\sin(2n+1)v$ and $F$ is odd. The lowest solutions are
\begin{equation}
E_{oy}=72.24\ \text{meV},\qquad E_{oz}=144.54\ \text{meV}.
\end{equation}
Diagonalizing $H$ on the original disk in a polynomial basis gives the same two values. The former partners are $72.3$ meV apart, and the upper one has about twice the energy of the lower.

The four lowest levels in the $y$ valley are $42.98$ (even-even), $72.24$ (odd-$y$), $112.14$ (even-even) and $144.54$ meV (odd-$z$). The first excited level is therefore a single orbital. The second excited state is not its former partner but a state even in both coordinates; the partner comes third.

Replacing $\mu_l$ and $\mu_t$ by their mean does not repair the picture. It predicts a doublet at $\tfrac12(\mu_l+\mu_t)j^2E_R=111.0$ meV, about midway between the two true partners.

\section{The general statement and its proof}

For a circular hard wall and any $\mu_t>\mu_l>0$,
\begin{equation}
\Delta\left(\pi^2-\frac{j^2}{4}\right)\le S\le
\Delta\left(\frac{3j^2}{4}-\frac{\pi^2}{4}\right).
\label{bounds}
\end{equation}
The coefficients are $6.199$ and $8.544$. Since the lower one is positive, the doublet splits for every mass anisotropy, with the odd-$y$ partner below.

\subsection*{Kinetic energy shares in the circular state}

The proof needs $\langle k_y^2\rangle$ and $\langle k_z^2\rangle$ in $\psi_c=J_1(jr)\cos\phi$, where $k_y^2=-\partial_y^2$ and $k_z^2=-\partial_z^2$. Define
\begin{equation}
\partial_\pm=\partial_y\pm i\partial_z=e^{\pm i\phi}\left(\partial_r\pm\frac{i}{r}\partial_\phi\right).
\end{equation}
The recurrences $J_m'(s)\mp(m/s)J_m(s)=\mp J_{m\pm1}(s)$ give
\begin{equation}
\partial_\pm\left[J_m(jr)e^{im\phi}\right]=\mp j\,J_{m\pm1}(jr)e^{i(m\pm1)\phi}.
\end{equation}
Two steps multiply by $j^2$, whichever sign is used. With $J_{-1}=-J_1$ and $J_{-3}=-J_3$,
\begin{align}
\partial_+^2(J_1e^{i\phi})&=j^2J_3e^{3i\phi}, &
\partial_+^2(J_1e^{-i\phi})&=-j^2J_1e^{i\phi},\\
\partial_-^2(J_1e^{-i\phi})&=j^2J_3e^{-3i\phi}, &
\partial_-^2(J_1e^{i\phi})&=-j^2J_1e^{-i\phi}.
\end{align}
Since $\partial_y^2-\partial_z^2=\tfrac12(\partial_+^2+\partial_-^2)$ and $\psi_c=\tfrac12J_1(e^{i\phi}+e^{-i\phi})$, adding the four terms with the factor $\tfrac14$ gives
\begin{equation}
(\partial_y^2-\partial_z^2)\psi_c=\frac{j^2}{2}\left[J_3(jr)\cos3\phi-J_1(jr)\cos\phi\right].
\end{equation}
The $\cos3\phi$ term is orthogonal to $\psi_c$, so $\langle k_y^2-k_z^2\rangle=j^2/2$. The sum is $\langle k_y^2+k_z^2\rangle=j^2$. Hence
\begin{equation}
\langle k_y^2\rangle=\tfrac34j^2,\qquad\langle k_z^2\rangle=\tfrac14j^2 .
\end{equation}
Three quarters of the squared wave number belongs to the direction that crosses the node. For $J_1(jr)\sin\phi$ the shares are exchanged.

\subsection*{Bounds on each level}

For a normalized $\psi$ that vanishes at the wall, integration by parts gives
\begin{equation}
\langle H\rangle=\mu_l\int|\nabla\psi|^2\,dy\,dz+\Delta\int|\partial_z\psi|^2\,dy\,dz .
\label{form}
\end{equation}
The lowest energy in a parity class is the minimum of this expression within the class. Using the circular states as trial functions gives upper bounds:
\begin{equation}
\varepsilon_{oy}\le\mu_lj^2+\Delta\frac{j^2}{4},\qquad
\varepsilon_{oz}\le\mu_lj^2+\Delta\frac{3j^2}{4}.
\end{equation}

For lower bounds, each integral in (\ref{form}) is bounded separately. In both classes the first is at least $j^2$, the lowest eigenvalue of $-\nabla^2$ on the disk for such functions. For the second, fix $y$ and consider the chord $-h\le z\le h$ with $h=\sqrt{1-y^2}\le1$. An odd-$z$ function vanishes at $z=0$ and at $z=\pm h$. On each half chord, of length $h$, the smallest value of $-\partial_z^2$ is $\pi^2/h^2\ge\pi^2$. An odd-$y$ function vanishes at the two ends, a distance $2h$ apart, which gives $\pi^2/(4h^2)\ge\pi^2/4$. Integrating over $y$,
\begin{equation}
\varepsilon_{oy}\ge\mu_lj^2+\Delta\frac{\pi^2}{4},\qquad
\varepsilon_{oz}\ge\mu_lj^2+\Delta\pi^2 .
\end{equation}
The lower bound on $\varepsilon_{oz}$ minus the upper bound on $\varepsilon_{oy}$ is the left side of (\ref{bounds}). The upper bound on $\varepsilon_{oz}$ minus the lower bound on $\varepsilon_{oy}$ is the right side. The terms $\mu_lj^2$ cancel in both. This completes the proof.

For the example, (\ref{bounds}) places the splitting between $61.6$ and $85.0$ meV, so the counter-example does not rest on numerical diagonalization.

\section{Weak and strong anisotropy}

Write $\mu_l=\bar\mu-\delta$ and $\mu_t=\bar\mu+\delta$, and hold $\bar\mu$ fixed. To first order, the shares above give
\begin{equation}
S_1=\Delta\left(\frac{3j^2}{4}-\frac{j^2}{4}\right)=\frac{\Delta j^2}{2}=j^2\delta .
\end{equation}
Renaming $y$ and $z$ shows that $\varepsilon_{oz}(\delta)=\varepsilon_{oy}(-\delta)$. Thus $S(\delta)=\varepsilon_{oy}(-\delta)-\varepsilon_{oy}(\delta)$ is odd in $\delta$, and the next correction is of order $\delta^3$. As a test, doubling $\delta/\bar\mu$ from $0.05$ to $0.10$ multiplied the error of $S_1$ by $8.01$.

Silicon has $\delta/\bar\mu=0.66$, which is not small, yet $S_1E_R=73.0$ meV is only $1\%$ above the computed $72.3$ meV. The separate levels do less well. The trial energies are $74.5$ and $147.5$ meV, too high by about $2.3$ and $3.0$ meV, and most of this error cancels in the difference.

In the opposite limit, $\mu_l/\mu_t\to0$ at fixed $\mu_t$, motion along $y$ costs almost nothing. A trial function can then be confined to a narrow strip around $y=0$, where the chord is longest. Letting $\mu_l\to0$ first and then narrowing the strip brings the trial energies down to the lower bounds, so $\varepsilon_{oy}\to\pi^2\mu_t/4$, $\varepsilon_{oz}\to\pi^2\mu_t$ and
\begin{equation}
\frac{S}{\Delta}\to\frac{3\pi^2}{4}\approx7.40 .
\end{equation}
Any number of separate pairs of narrow strips, placed at mirror positions $\pm y$, fits near $y=0$, each pair carrying an odd-$y$ function of energy near $\pi^2\mu_t/4$. This gives equally many odd-$y$ levels near that energy, none of them below $\varepsilon_{oy}$. Hence more and more levels fall between the former partners as the anisotropy grows. Silicon already has one.

\section{What symmetry still protects}

The reflections $y\to-y$ and $z\to-z$ leave the $y$-valley Hamiltonian unchanged, but they only sort states by parity and force no degeneracy. A quarter turn about the wire exchanges $\mu_y$ and $\mu_z$. It therefore maps a $y$ valley onto a $z$ valley and makes their spectra equal, with the orbitals exchanged.

If the mass in the $y$ and $z$ valleys were isotropic, their first excited level would hold eight orbitals, two from each of the four valleys. Here four lie at $72.2$ meV and four at $144.5$ meV. In these four valleys the remaining degeneracy of the two levels is between valleys, not within one. Each $x$ valley keeps its own doublet.

The split valleys also hold the lowest states of the wire, at $42.98$ meV against $72.48$ meV for the $x$-valley ground level. The latter is only $0.24$ meV above the first excited level of the $y$ and $z$ valleys, a gap below the precision of the rough masses: $m_l=0.916$, $m_t=0.1905$ gives $0.02$ meV, and $m_l=0.90$, $m_t=0.20$ reverses the order by $2$ meV. The finite oxide barrier considered next lowers the two levels by different amounts and puts the $x$-valley level about $4$ meV below the other, so the hard-wall model does not settle their order.

\section{Comparison with real wires}

A diameter of $8$ nm is within the range of fabricated silicon nanowire transistors. Of the effects sized here, each added alone to the hard-wall model, the finite oxide barrier changes the splitting most. With a rough barrier of $3.1$ eV and oxide mass $0.5\,m_0$, decay into a locally flat wall lowers the splitting from $72$ to $57$ meV, or by $21\%$. The same estimate puts the $x$ doublet at $150.2$ meV, still degenerate, against $150.8$ meV from matching Bessel functions across the circular wall. Nonparabolicity, taken as $E(1+\alpha E)=E_{\rm parabolic}$ with a rough $\alpha=0.5$ eV$^{-1}$, gives $66$ meV. A uniform electron charge of $10^6$ cm$^{-1}$ adds a radial potential that varies by $12.3$ meV across the wire, so it changes the splitting by at most that amount. This density is low for a transistor in its on state. At $10^7$ cm$^{-1}$ the drop is $123$ meV and the bound no longer says anything. With that fixed potential in the hard-wall problem the splitting changes by only about $1$ meV, but the $x$-valley ground level moves to about $14$ meV above the odd-$y$ level. Real outlines are not perfect circles: semi-axes of $R(1\pm0.02)$ split even the $x$ doublet, by $7.4$ meV. At $300$ K, $k_BT=25.9$ meV, and a rough mobility of $200$ cm$^2$/Vs with transport mass $m_t$ gives a broadening $\hbar/\tau$ of about $30$ meV. The splitting exceeds both, but the $29.3$ meV gap from the ground level to the first excited level does not stand clear of either. Strain, spin-orbit coupling, image charges and atomic-scale valley coupling are not included. The numerical output lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Radius 4.0 nm; m_l 0.92 m0; m_t 0.19 m0 (rough)
Inverse masses mu_l, mu_t: 1.0870, 5.2632
Bessel zeros j01, j11: 2.40483, 3.83171
hbar^2/(2 m0): 38.100 meV nm^2
Energy unit hbar^2/(2 m0 R^2): 2.3812 meV
Shares of k_y^2, k_z^2 in J1 cos(phi): 0.750000, 0.250000
First-order error ratio, anisotropy doubled: 8.011
--- two x valleys (m_t, m_t) ---
Ground level: 72.48 meV
Doublet: 184.01 and 184.01 meV
--- each of the four y, z valleys (m_l, m_t) ---
Levels of a y valley, in order:
  excited state 0: 42.98 meV, even-even
  excited state 1: 72.24 meV, odd-y
  excited state 2: 112.14 meV, even-even
  excited state 3: 144.54 meV, odd-z
  excited state 4: 163.28 meV, odd-y
  excited state 5: 190.82 meV, odd-odd
  excited state 6: 226.00 meV, even-even
Ellipse axis ratio sqrt(m_l/m_t): 2.2005
Mathieu odd-y, odd-z: 72.24, 144.54 meV
Upper partner is excited state number 3
Gap ground to first excited: 29.27 meV
Doublet splitting: 72.29 meV = 0.0723 eV
First-order splitting: 73.00 meV
Lower, upper bound: 61.65, 84.97 meV
Bound coefficients: 6.1991, 8.5441
S/(mu_t-mu_l), first-order value: 7.2697, 7.3410
False doublet, mean inverse mass: 111.00 meV
Basis shift, degree 14 to 20: 1.4e-11 meV
--- neglected effects (rough inputs) ---
Barrier 3.1 eV, oxide mass 0.5 m0
Soft-wall odd-y, odd-z: 63.40, 120.42 meV
Soft-wall splitting: 57.01 meV
Soft-wall x doublet: 150.20 meV; exact matching 150.78 meV
Nonparabolicity 0.5 1/eV: splitting 65.57 meV
Semi-axes +-2%: x doublet splits 7.37 meV
Line density 1e+06 1/cm, permittivity 11.7: drop 12.3 meV
Thermal energy at 300 K: 25.85 meV
Mobility 200 cm2/Vs: hbar/tau 30.5 meV
\end{verbatim}
